# Field dissociation of two-dimensional excitons by complex scaling

## The decision: formula or resonance calculation

To estimate the photocurrent of a monolayer junction one must decide whether its field separates an exciton before the exciton recombines. If dissociation has rate $w$ and recombination has lifetime $\tau$, the separated fraction is $w\tau/(1+w\tau)$. The rate may be taken from a tunnelling formula or computed as a resonance width. For the $\mathrm{MoS_2}$ example below, the hydrogenic formula with the same mass and dielectric constant is wrong by thirteen orders of magnitude at $0.5$ MV/cm. The formula is still valuable as a test of the algorithm in the limit where it holds.

## The scaled problem

Take an electron and a hole with isotropic parabolic masses $m_e,m_h$, static screening and a uniform in-plane field $F_p$ along $x$. In Hartree atomic units the field energy is $F_p(x_e-x_h)=F_px$, where $\mathbf r=\mathbf r_e-\mathbf r_h$. With $M=m_e+m_h$ and centre of mass $\mathbf R$,
$$\nabla_e=\frac{m_e}{M}\nabla_R+\nabla_r,\qquad \nabla_h=\frac{m_h}{M}\nabla_R-\nabla_r .$$
In $\nabla_e^2/2m_e+\nabla_h^2/2m_h$ the cross terms cancel. What remains is $\nabla_R^2/2M+\nabla_r^2/2\mu$ with $1/\mu=1/m_e+1/m_h$. The field therefore acts on the relative motion alone.

The Rytova-Keldysh attraction is $-2\pi/[q(\kappa+r_0q)]$ in momentum space, with surrounding dielectric constant $\kappa$ and layer screening length $r_0$. Set $\mathbf r=(\kappa/\mu)\boldsymbol\rho$ and $q=(\mu/\kappa)p$; from here on $x$ is the scaled component. The angular integral gives a Bessel function:
$$-\int_0^\infty\frac{J_0(qr)\,dq}{\kappa+r_0q}
=-\frac{\mu}{\kappa^2}\int_0^\infty\frac{J_0(p\rho)\,dp}{1+sp},\qquad s=\frac{\mu r_0}{\kappa^2}.$$
The kinetic energy carries the same factor $\mu/\kappa^2$. Dividing by it leaves
$$H=-\tfrac12\nabla^2+V(\rho)+Fx,\qquad F=F_p\,\kappa^3/\mu^2 .$$
These are excitonic units: length $\kappa/\mu$, energy $\mu/\kappa^2$, field $\mu^2/\kappa^3$.

Complex scaling needs $V$ at complex distance. Write $1/(1+sp)=\int_0^\infty e^{-t(1+sp)}dt$ and use $\int_0^\infty J_0(p\rho)e^{-ap}dp=(\rho^2+a^2)^{-1/2}$:
$$V(\rho)=-\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{\rho^2+s^2t^2}}
=-\frac1s\int_0^\infty e^{-(\rho/s)\sinh u}\,du .$$
The second form follows from $t=(\rho/s)\sinh u$, since $dt=(\rho/s)\cosh u\,du$ and the root equals $\rho\cosh u$. It converges for $|\arg\rho|<\pi/2$. Expanding the root for $\rho\gg s$ and using $\int_0^\infty t^2e^{-t}dt=2$ gives $V=-1/\rho+s^2/\rho^3+\dots$. For $\rho\ll s$ the integrand stays near one up to $u\approx\ln(2s/\rho)$, so $V\approx s^{-1}\ln\rho+\text{const}$.

## The width as an eigenvalue

Downhill, at $x\to-\infty$, the potential falls without limit and the level leaks out. A resonance has outgoing waves there and energy $E=E_r-i\Gamma/2$. Its amplitude varies as $e^{-iEt}$, so its population varies as $e^{-\Gamma t}$.

Replace $\rho$ by $\rho e^{i\theta}$:
$$H_\theta=-\tfrac12e^{-2i\theta}\nabla^2+V(\rho e^{i\theta})+e^{i\theta}Fx .$$
Far downhill the local wave number is $\sqrt{2F\rho}$, with phase $c\rho^{3/2}$ and $c=\tfrac23\sqrt{2F}$. The outgoing wave becomes $\exp(ic\rho^{3/2}e^{3i\theta/2})$, of modulus $\exp[-c\rho^{3/2}\sin(3\theta/2)]$, and decays. The uphill wave $\exp(-c\rho^{3/2}e^{3i\theta/2})$ must also decay, which requires $\cos(3\theta/2)>0$. Hence $0<\theta<\pi/3$, and the resonance can be represented by square-integrable functions.

**Basis.** Expand in $f(\rho)\cos m\phi$. The normalized angular functions have $\langle m|\cos\phi|m+1\rangle=1/\sqrt2$ for $m=0$ and $1/2$ for $m\ge1$, so the field couples neighbouring $m$. For the radial part, note that near the origin $\nabla^2\psi\approx2V\psi\approx(2/s)\ln\rho\,\psi$. Since $\nabla^2(\rho^2\ln\rho)=4\ln\rho+4$, the wave function contains $\rho^2\ln\rho/(2s)$, which smooth global functions represent slowly. Finite elements in $q=\sqrt\rho$ (now a coordinate), with smaller elements near the origin, resolve it. With $\rho\,d\rho=2q^3dq$ and $f_\rho=f_q/(2q)$, the unrotated integrals are
$$\frac12\int f_\rho^2\,\rho\,d\rho=\frac14\int q f_q^2\,dq,\qquad
\frac{m^2}{2}\int\frac{f^2}{\rho}\,d\rho=m^2\int\frac{f^2}{q}\,dq .$$
For $m>0$, $f(0)=0$ keeps the second integral finite.

**Eigenvalue.** Let $\mathsf H$ and $\mathsf S$ be the matrices of $H_\theta$ and of the overlap. Both are symmetric under transposition without complex conjugation. From a shift $\sigma$ near the level:

1. Factorize $\mathsf H-\sigma\mathsf S$ once, as a banded matrix.
2. Repeat $(\mathsf H-\sigma\mathsf S)\mathbf x_{\rm new}=\mathsf S\mathbf x_{\rm old}$, normalizing each time.
3. Form $E=\mathbf x^T\mathsf H\mathbf x/\mathbf x^T\mathsf S\mathbf x$.
4. Use $E$ as the shift for the next stronger field.

If $\mathbf x$ has error $\boldsymbol\delta$, the first-order error of the quotient is $2\boldsymbol\delta^T(\mathsf H-E\mathsf S)\mathbf x/\mathbf x^T\mathsf S\mathbf x=0$. The energy error is thus of second order in $\boldsymbol\delta$.

**False width.** This error is complex, because the rotated matrix is complex. Its imaginary part looks like a width, or like a negative one, and it matters when $\Gamma$ is tiny even if $E_r$ has converged well. At $F=0$ the true width vanishes, so whatever the calculation gives there is error. It tests only the radial basis near the exciton, because at zero field different $m$ are uncoupled and nothing flows outward. The angular basis and the outgoing wave must be tested by changing the basis size, the mesh radius and the angle.

## An independent road for the Coulomb case

For $s=0$ put $x+iy=\tfrac12(u+iv)^2$, that is
$$x=\tfrac12(u^2-v^2),\quad y=uv,\quad \rho=\tfrac12(u^2+v^2),\quad
\nabla^2=\frac{\partial_u^2+\partial_v^2}{u^2+v^2}.$$
The map is conformal, and its squared scale factor $u^2+v^2$ divides the Laplacian. Multiply $(H-E)\psi=0$ by $2(u^2+v^2)$:
$$\left[-\partial_u^2-\partial_v^2-4+F(u^4-v^4)-2E(u^2+v^2)\right]\psi=0 .$$
With $\psi=f(u)g(v)$ this splits into
$$-f''-2Eu^2f+Fu^4f=\lambda_1f,\qquad -g''-2Ev^2g-Fv^4g=\lambda_2g,$$
where $\lambda_1+\lambda_2=4$. At zero field, with $E=-k^2/2$, both are harmonic oscillators with lowest eigenvalue $k$. Then $2k=4$ and $E=-2$.

In a field the first oscillator is closed and the second leaks. Rotating $v$ and solving $\lambda_1(E)+\lambda_2(E)=4$ gives the resonance from one-dimensional problems. This road still uses complex rotation, but it shares neither the coordinates nor the basis of the main algorithm. At $F=0.3$, $0.6$ and $1.2$ both roads give $\Gamma=7.358\times10^{-7}$, $2.939\times10^{-3}$ and $0.1097$. The test required agreement within $10^{-3}$ of the width.

## The weak-field law

Now let $V$ be any central potential with tail $-1/\rho$ and binding energy $k^2/2$, where corrections to the tail fall off as $\rho^{-3}$.

**Tail.** Setting $\psi=\rho^{-1/2}\chi$ in the $m=0$ equation at $F=0$ gives $\chi''=(k^2-2/\rho-1/4\rho^2)\chi$. The root of the bracket is $k-1/(k\rho)+O(\rho^{-2})$, so
$$\psi\simeq A\,\rho^{1/k-1/2}e^{-k\rho}.$$
Near the downhill axis $v\gg|u|$, and this becomes $e^{-ku^2/2}g(v)$ with $g=A(v^2/2)^{1/k-1/2}e^{-kv^2/2}$. The $u$ factor is an oscillator ground state with $\lambda_1=k$, hence $\lambda_2=4-k$.

**Barrier.** In the outer region $g''=P^2g$ with $P^2=k^2v^2-Fv^4-(4-k)$. Let $b$ be the outer zero of $P$. Under the barrier
$$g=\frac{C}{\sqrt P}\exp\int_v^bP\,dv' .$$
At a linear turning point the outgoing solution is $\mathrm{Bi}+i\,\mathrm{Ai}$. On the barrier side it is dominated by $\pi^{-1/2}z^{-1/4}e^{\zeta}$, where $z$ is the scaled distance from $b$ and $\zeta=\tfrac23z^{3/2}$. On the far side it is $\pi^{-1/2}z^{-1/4}e^{i(\zeta+\pi/4)}$. The amplitudes are equal, so the outgoing wave is $C|P|^{-1/2}e^{i(\dots)}$ and $\operatorname{Im}g^*g'=C^2$.

For weak field expand $P$ in the constant $4-k$:
$$P\simeq v\sqrt{k^2-Fv^2}-\frac{4-k}{2v\sqrt{k^2-Fv^2}} .$$
To leading order the upper limit is $k/\sqrt F$. At a matching point with $Fv^2\ll k^2$, the first term integrates to $(k^2-Fv^2)^{3/2}/3F\simeq k^3/3F-kv^2/2$. With $w=\sqrt Fv/k$, the second needs $\int_w^1dw'/(w'\sqrt{1-w'^2})=\ln[(1+\sqrt{1-w^2})/w]\simeq\ln(2/w)$. Therefore
$$e^{-2\int_v^bP\,dv'}=e^{-2k^3/3F}\,e^{kv^2}\left(\frac{2k}{\sqrt F\,v}\right)^{4/k-1}.$$
Insert this and $P\simeq kv$ into $C^2=Pg^2e^{-2\int P}$. The exponentials of $v^2$ cancel. The powers of $v$ add to $1+(4/k-2)-(4/k-1)=0$, so the matching point drops out:
$$C^2=kA^2\,2^{1-2/k}\left(\frac{4k^2}{F}\right)^{2/k-1/2}e^{-2k^3/3F}.$$

**Flux.** A conformal map leaves the flux integral unchanged. The half-plane $v>0$, $-\infty<u<\infty$ covers the plane once, so the flux is $C^2\int e^{-ku^2}du=C^2\sqrt{\pi/k}$. For a normalized state this flux is the decay rate:
$$\boxed{\;\Gamma\simeq\sqrt{\pi k}\,A^2\,2^{1-2/k}\left(\frac{4k^2}{F}\right)^{2/k-1/2}e^{-2k^3/3F}\;}\qquad(F\to0).$$
The quadratic Stark shift changes $k^3$ by $O(F^2)$ and the exponent by $O(F)$, so it does not alter the leading law.

For the Coulomb exciton $k=2$ and $\psi=Ae^{-2\rho}$. Normalization, $2\pi A^2\int\rho e^{-4\rho}d\rho=2\pi A^2/16=1$, gives $A^2=8/\pi$. Then
$$\Gamma\simeq\frac8\pi\sqrt{2\pi}\,\frac4{\sqrt F}\,e^{-16/3F}=32\sqrt{\frac{2}{\pi F}}\;e^{-16/3F}.$$
The number $16/3$ is $2k^3/3$ at $k=2$ and belongs to the unscreened exciton.

**How close is the law?** The ratio of computed width to this law is $0.864$, $0.830$, $0.795$, $0.760$ at $F=0.24$, $0.30$, $0.36$, $0.42$. A cubic through these points reaches $1.004$ at $F=0$; the test allowed 1 % for extrapolation. At finite field the law is too large: by a factor $1.5$ at $F=0.6$ and $2.5$ at $F=1.2$. Direct comparison at one convenient field would therefore be a poor validation, whereas the limit checks exponent and prefactor together.

The general exponent was tested at $s=0.1$, where $k=1.642$. With the derived power of $F$ held fixed, fields from $0.12$ to $0.24$ extrapolate to an exponent coefficient $2.945$, against $2k^3/3=2.951$. The smallest width used was $1.8\times10^{-9}$ and the false width $10^{-12}$, or 0.06 % of it.

## MoS₂ in hexagonal boron nitride

Take $\mu=0.25\,m_e$, $r_0=4.2$ nm and $\kappa=4.5$, rough typical values for an encapsulated monolayer. With $r_0=79.4$ bohr, $s=0.25\times79.4/4.5^2=0.980$. The units are $0.336$ eV, $3.53$ MV/cm and $0.953$ nm. The computed binding is $0.187$ eV, so $k=\sqrt{2\times0.1866/0.3359}=1.054$, about half the Coulomb value.

The calculation used $\theta=0.4$, ten elements of degree eight and 22 angular functions. Energies are measured from the pair continuum at zero field. "Barrier top" is the maximum of the potential on the downhill axis.

| $F_p$ (MV/cm) | $E_r$ (eV) | Barrier top (eV) | $\Gamma$ (meV) | Lifetime (ps) |
|---|---|---|---|---|
| 0.1 | −0.187 | −0.112 | $2.19\times10^{-7}$ | $3.0\times10^6$ |
| 0.2 | −0.190 | −0.157 | 0.057 | 11.5 |
| 0.3 | −0.194 | −0.190 | 1.98 | 0.33 |
| 0.5 | −0.206 | −0.241 | 19.1 | 0.035 |

At $0.2$ MV/cm the rate is $8.7\times10^{10}\ \mathrm{s^{-1}}$. If recombination took 10 ps, an assumed value, $w\tau=0.87$ and 47 % of the excitons would separate by tunnelling alone. At $0.1$ MV/cm tunnelling separates almost none; at $0.3$ MV/cm it separates 97 %.

The barrier top in the table is not yet the threshold for escape, because the pair also needs the zero-point energy of its motion across the field. Adding the lowest transverse energy at each $x$ puts the effective barrier near $-0.166$ eV at $0.3$ MV/cm and near $-0.206$ eV at $0.5$ MV/cm. These values depend on the transverse coordinate chosen: taking the lowest energy along the parabolic coordinate $u$ at fixed $v$ gives $-0.160$ and $-0.196$ eV instead. Either way the level is still below the barrier at $0.3$ MV/cm and comes within its own width, about $0.02$ eV, of the top near $0.5$ MV/cm. From $0.1$ to $0.2$ MV/cm the law predicts that $\ln\Gamma$ rises by $27.52-13.76=13.76$ from the exponent, less $(2/k-1/2)\ln2=0.97$ from the prefactor, or $12.8$; the computed rise is $12.5$. From $0.3$ to $0.5$ MV/cm the law gives $3.67-0.71=2.96$ and the calculation $2.27$. The law then overstates the growth of the rate by a factor of two.

Setting $r_0=0$ at the same $\mu$ and $\kappa$ raises the binding to $0.672$ eV. The hydrogenic law then gives $1.6\ \mathrm{s^{-1}}$ at $0.5$ MV/cm, against the computed $2.9\times10^{13}\ \mathrm{s^{-1}}$.

**A suspended layer.** With $\kappa=1$ and the other parameters fixed, $s=19.8$ and the binding is $0.550$ eV. In ordinary units the exponent scales as $E_b^{3/2}/F_p$ at fixed mass. At $1$ MV/cm it is $13.76\,(0.550/0.187)^{3/2}(0.2/1)\approx13.9$, nearly the encapsulated value at $0.2$ MV/cm. Yet the width is $11.9$ meV instead of $0.057$ meV. Equal exponents do not mean equal rates. Nor does the weak-field law apply here, because almost no barrier is left: the level, at $-0.580$ eV, lies above the potential maximum on the axis, at $-0.615$ eV, and only $0.02$ to $0.03$ eV below the effective barrier that includes the transverse zero-point energy. The tail is not yet Coulombic either: at the distance $E_b/eF_p=5.5$ nm the attraction is $0.81$ of its Coulomb value. The expansion $-1/\rho+s^2/\rho^3$ cannot be used there. With $r_0/\kappa=4.2$ nm its correction would be $(4.2/5.5)^2=0.58$ of the leading term, three times the true difference.

## Error analysis

**Numerical error.** Going to 12 elements and 25 angular functions changes the four encapsulated widths by at most $2.1\times10^{-4}$ of their values. Changing the angle to $0.48$ and the mesh radius by 12 % together changes them by at most $2.8\times10^{-4}$. The false width is $6.5\times10^{-11}$ meV, or $3\times10^{-4}$ of the smallest width.

These variations cannot show that $\Gamma$ is the physical decay rate. For that, the zero-field state was propagated in the field on a real grid with an absorber far from the exciton, without complex scaling. After the initial transient its survival amplitude follows $e^{-iEt}$, so the slopes of its phase and logarithmic modulus are $-E_r$ and $-\Gamma/2$. At $0.5$ MV/cm they give $\Gamma=19.04$ meV, against $19.06$ meV from the eigenvalue. The test allowed 3 % for grid, time step and transient.

**Parameter error.** At $0.2$ MV/cm, raising $\mu$ by 10 % multiplies the rate by $0.28$; lowering $\kappa$ by 10 % multiplies it by $0.23$. In each case all else is fixed. A 10 % change in either parameter, up or down, alters the rate by a factor between three and four and a half, far more than the numerical error. A 10 % change in $r_0$ alters it by a factor between two and three, and errors in several parameters can compound.

**Band shape.** Let the pair energy be $2\sqrt{\Delta^2+c^2p^2}$ with gap $E_g=2\Delta$ and velocity $c$. Matching the small-$p$ term $c^2p^2/\Delta$ to $p^2/2\mu$ gives $c^2=\Delta/2\mu$. At depth $\varepsilon$ below the gap put $p=i\eta$:
$$c^2\eta^2=\Delta^2-(\Delta-\varepsilon/2)^2=\Delta\varepsilon-\varepsilon^2/4
\;\Rightarrow\;\eta^2=2\mu\varepsilon\left(1-\frac{\varepsilon}{2E_g}\right).$$
In a uniform field $d\varepsilon=F_p\,d\ell$ along the path $\ell$, so the action is $(2/F_p)\int_0^{E_b}\eta\,d\varepsilon$. For $E_g=2.2$ eV, a rough value, it falls from $13.76$ to $13.59$ at $0.2$ MV/cm, and the weak-field exponential factor rises by about 19 % if $E_b$ is held fixed. This is not the change in the full rate, because the action omits the electron-hole attraction, which makes the barrier lower and shorter at this field. Extending the integral to $E_g$ gives the exponent for field creation of pairs across the gap: 186 at $0.5$ MV/cm, so this process is negligible.

**Temperature.** At 300 K and zero field the estimate $(k_BT/h)e^{-E_b/k_BT}$ for thermal ionization is $4.6\times10^9\ \mathrm{s^{-1}}$. A field lowers the barrier, so the activation energy becomes the distance from the level to the effective barrier, transverse zero-point energy included: about $0.086$ eV at $0.1$ MV/cm and $0.051$ eV at $0.2$ MV/cm. The same formula then gives about $2\times10^{11}$ and $9\times10^{11}\ \mathrm{s^{-1}}$, more than tunnelling at both fields. These are rough estimates, which assume that phonons keep the states above the barrier in thermal equilibrium with 1s; slow phonon absorption would reduce them. The $n=2$ states are such states; at zero field they lie $0.13$ to $0.14$ eV above 1s. These energies give an equilibrium population of 1.8 % of the 1s population, only a rough guide in a field, which shifts and broadens the states. With that population they would match 1s tunnelling at $0.2$ MV/cm if they dissociated at $4.8\times10^{12}\ \mathrm{s^{-1}}$. At $0.2$ MV/cm the lowest of them is a resonance about $0.07$ eV above 1s and about $0.09$ eV wide, so it dissociates much faster than that, and phonon absorption out of 1s becomes the limiting step. At room temperature the tunnelling width can therefore be taken as the total dissociation rate only if phonon absorption is shown to be slower than tunnelling.

**Real junctions.** Fields of a few tenths of a MV/cm are plausible for split-gate monolayer junctions, and a binding near $0.2$ eV is typical of encapsulated layers. Uniformity of the field must be checked for each device: at $0.2$ MV/cm the field must stay nearly constant out to the barrier exit, at an electron-hole distance of about $7.8$ nm when the transverse zero-point energy is included. The simple estimate $E_b/eF_p=9.3$ nm is longer because it ignores the attraction. Because the rate rises by a factor of 35 between $0.2$ and $0.3$ MV/cm, a local field peak can dominate the yield. Disorder, phonons, exchange and the frequency dependence of the dielectric response are absent. The widths are thus model tunnelling rates, useful for comparing fields at temperatures low enough that thermal escape is slow. By the estimate above, the two rates are equal near 65 K at $0.1$ MV/cm and near 160 K at $0.2$ MV/cm, and tunnelling leads below these temperatures. The estimate treats the states above the barrier as a continuum, although $k_BT$ is here smaller than the spacing and width of the excited resonances, so these temperatures are uncertain by tens of kelvin. A quantitative yield needs parameters, phonon rates and a field profile for the particular device. The full numerical output follows.

## Computed values

```
COULOMB EXCITON (excitonic units)
F=0.3: E_r=-2.007581 Gamma=7.35815e-07 separated=7.35815e-07 law=8.8662e-07
F=0.6: E_r=-2.033801 Gamma=2.93873e-03 separated=2.93873e-03 law=4.5459e-03
F=1.2: E_r=-2.132612 Gamma=1.09670e-01 separated=1.09670e-01 law=2.7372e-01
Gamma/law at F=0.24,0.30,0.36,0.42: 0.8639 0.8299 0.7953 0.7597
Gamma/law extrapolated to F=0: 1.0038
screened s=0.1: Gamma at F=0.12: 1.755e-09, false width at F=0: 9.8e-13
k=1.6420, exponent*F fitted=2.9445, 2k^3/3=2.9511
MoS2 IN hBN (rough typical parameters)
mu=0.25 m_e, r0=4.2 nm, kappa=4.5, gap=2.2 eV, T=300 K
s=0.9799; units: 0.3359 eV, 3.5269 MV/cm, 0.9525 nm
1s binding=0.1866 eV, k=1.0539; 2p, 2s above 1s: 0.1282, 0.1416 eV
F=0.1 MV/cm: E_r=-0.18730 eV, Gamma=2.1909e-07 meV, rate=3.329e+05 1/s
   lifetime=3.004e+06 ps, barrier top on axis=-0.1118 eV, 2k^3/3F=27.52
F=0.2 MV/cm: E_r=-0.18970 eV, Gamma=5.7244e-02 meV, rate=8.697e+10 1/s
   lifetime=1.150e+01 ps, barrier top on axis=-0.1565 eV, 2k^3/3F=13.76
F=0.3 MV/cm: E_r=-0.19440 eV, Gamma=1.9783e+00 meV, rate=3.006e+12 1/s
   lifetime=3.327e-01 ps, barrier top on axis=-0.1900 eV, 2k^3/3F=9.17
F=0.5 MV/cm: E_r=-0.20598 eV, Gamma=1.9059e+01 meV, rate=2.896e+13 1/s
   lifetime=3.454e-02 ps, barrier top on axis=-0.2414 eV, 2k^3/3F=5.50
false width at zero field: 6.5e-11 meV
largest relative shift of Gamma, 10 elements x 22 angular -> 12 x 25: 2.1e-04
largest relative shift of Gamma, angle 0.40 -> 0.48 and mesh radius +12%: 2.8e-04
binding shift, 10 -> 14 elements: 2.9e-10 meV
wave packet at 0.5 MV/cm: E_r=-0.20600 eV, Gamma=19.0400 meV
unscreened (r0=0) model: binding=0.6719 eV, weak-field rate at 0.5 MV/cm=1.59e+00 1/s
SUSPENDED LAYER: s=19.842, binding=0.5499 eV
F=1.0 MV/cm: Gamma=1.1861e+01 meV, rate=1.802e+13 1/s
F=2.0 MV/cm: Gamma=1.3641e+02 meV, rate=2.073e+14 1/s
largest relative shift with basis: 3.1e-10
NEGLECTED EFFECTS, LAYER IN hBN
kT=25.85 meV; n=2 population relative to 1s=1.82e-02
thermal ionization estimate (kT/h)exp(-Eb/kT)=4.59e+09 1/s
nonparabolic bands at 0.2 MV/cm: action 13.762 -> 13.586, rate factor 1.193
interband Zener exponent at 0.5 MV/cm: 185.7
rate factor at 0.2 MV/cm for mu +10%: 0.283, for kappa -10%: 0.226
length Eb/(eF) needing a uniform field at 0.2 MV/cm: 9.33 nm
```
